# Why TTF-CA polarizes against the displacement of its ions

**Question.** In the ionic phase of TTF-CA (tetrathiafulvalene-chloranil), positively charged donors and negatively charged acceptors move together in pairs. Moving these charges as fixed points creates a dipole in a definite direction. Why does the ferroelectric polarization point the other way?

**The mechanism**

Consider one stack ...D A D A..., where D is TTF and A is chloranil. Its period is $a$, so equally spaced neighbours are $a/2$ apart. On dimerization each D moves by $+u$ and each A by $-u$. The spacings alternate between

$$d_s=\frac a2-2u,\qquad d_l=\frac a2+2u .$$

The positive direction runs from a D to its near A. A donor of charge $+\rho e$ moving by $+u$ and an acceptor of charge $-\rho e$ moving by $-u$ both add $+\rho e u$ to the dipole. The point-charge displacement dipole is therefore $+2\rho e u$ per DA pair.

The charge $\rho$ is not attached to the molecules once and for all. It arises because electrons pass from D to A, and dimerization makes this passage easier over the short bond than over the long one. An electron crossing the short bond carries negative charge a distance $d_s$ in the positive direction, so it contributes $-ed_s$. An electron crossing the long bond goes from D to the A on its other side and contributes $+ed_l$. Counted with the actual spacings $d_s$ and $d_l$, these contributions make up the whole dipole, displacement included, because the molecules can be pictured as moving while still neutral. If the short bond carries more electrons than the long one by a factor above $d_l/d_s$, which is close to one, the total dipole is negative. The molecules move by thousandths of a nanometre, whereas an electron moves by about a third of one. A small imbalance between the bonds is then enough to reverse the total.

This reasoning counts transfer from the neutral phase, in which the stack is equally spaced and has no polarization. That is the relevant reference for a crystal poled while cooling from the neutral phase. A different reference, discussed below, gives a different sign.

**From currents to polarization**

Let $q_s$ and $q_l$ be the net numbers of electrons carried from D to A over one short and one long bond, starting from neutral molecules. Every electron leaving D uses one of these bonds, so

$$\rho=q_s+q_l,\qquad \alpha\equiv q_s-q_l .$$

Assume one active orbital per molecule, charge located at the molecular centre, and fixed $a$ and volume $v$ per DA pair. The dipole changes because charged molecules move and because electrons cross bonds. With dots for time derivatives,

$$v\dot P=e\left[2\rho\dot u-\dot q_s d_s+\dot q_l d_l\right].$$

Inserting the two spacings gives

$$-\dot q_s d_s+\dot q_l d_l=-\frac a2(\dot q_s-\dot q_l)+2u(\dot q_s+\dot q_l)
=-\frac a2\dot\alpha+2u\dot\rho .$$

The terms $2\rho\dot u+2u\dot\rho$ are the derivative of $2\rho u$. In the equally spaced neutral phase $u=0$, and symmetry makes $q_s=q_l$, so $\alpha=0$ and $P=0$. Integration from there yields

$$\boxed{P=\frac ev\left(2\rho u-\alpha\frac a2\right)} .$$

The first term is the point-charge displacement dipole and the second is the transfer dipole. The polarization opposes the displacement dipole when

$$\frac{\alpha}{\rho}>\frac{4u}{a}.$$

The static charge $\rho$ cannot decide the sign, because it fixes the sum $q_s+q_l$ and not the difference. For the same $\rho$, transfer over short bonds alone gives a dipole $-e\rho d_s$, transfer over long bonds alone gives $+e\rho d_l$, and equal transfer gives $+2e\rho u$.

**How the transfer is obtained from the electronic state**

The model chain has hopping $t_b$ on bond $b$, repulsion $U$ between two electrons on one molecule, and site energies $\varepsilon_D,\varepsilon_A$. Moving one electron from a neutral D to a neutral A costs

$$W=(\varepsilon_D+\varepsilon_A)-(2\varepsilon_D+U)=\varepsilon_A-\varepsilon_D-U .$$

The long-range Coulomb energy is included in $W$ in mean field, and the macroscopic electric field is zero.

Close the chain into a ring and attach a phase to one bond, $-t_b(e^{i\theta}c_A^\dagger c_D+\mathrm{h.c.})$, with the same phase for both spins. With $\hbar=1$, the electron current from D to A is $J=-\partial_\theta H$. Let a parameter $\lambda$ change slowly, let $|0\rangle$ be the ground state of energy $E$, and let $R$ be the inverse of $H-E$ on the excited states. Choose the phase of $|0\rangle$ so that $\langle0|\partial_\lambda0\rangle=0$. Differentiating $(H-E)|0\rangle=0$ gives

$$|\partial_\lambda0\rangle=-R\,(\partial_\lambda H)|0\rangle .$$

The first correction $|\delta\rangle$ to the moving state obeys $(H-E)|\delta\rangle=i\dot\lambda|\partial_\lambda0\rangle$, hence $|\delta\rangle=-i\dot\lambda R^2(\partial_\lambda H)|0\rangle$. The induced current is $2\,\mathrm{Re}\langle0|J|\delta\rangle$. In a long gapped ring the induced current does not depend on $\theta$, so it may be averaged over $\theta$; in a short ring this average defines the transfer used here. The equilibrium current, $-\partial_\theta E$, vanishes when averaged over a full turn of $\theta$. Thus

$$\frac{dq}{d\lambda}=\frac1{2\pi}\oint d\theta\;2\,\mathrm{Im}\langle0|JR^2(\partial_\lambda H)|0\rangle
=-\frac1{2\pi}\oint d\theta\;2\,\mathrm{Im}\langle\partial_\theta0|\partial_\lambda0\rangle .$$

The last step uses $\langle0|JR=\langle\partial_\theta0|$ on the excited states. Now define the Berry phase $\gamma=\oint d\theta\,i\langle0|\partial_\theta0\rangle$. Differentiating it and integrating one term by parts over the closed circle gives

$$\frac{d\gamma}{d\lambda}=i\oint d\theta\left(\langle\partial_\lambda0|\partial_\theta0\rangle-\langle\partial_\theta0|\partial_\lambda0\rangle\right)
=2\oint d\theta\,\mathrm{Im}\langle\partial_\theta0|\partial_\lambda0\rangle .$$

Comparison shows that $q=-\gamma/2\pi$, up to a whole number of electrons. Continuity from the neutral state fixes that number, provided the gap stays open along the path. For the six-site version of the example below, direct integration of the current and the Berry phase both give $q_s=0.5613$.

**Why the short bond wins**

Hopping depends on orbital overlap and falls steeply with distance. Take $t(d)=t\,e^{-\beta(d-a/2)}$, so that

$$t_s=te^{2\beta u},\qquad t_l=te^{-2\beta u}.$$

Deep on the neutral side, $W\gg t$. Either of the two electrons on D can be admixed onto a given neighbour with amplitude of size $t_b/W$. The final states are orthogonal, so their weights add, and to leading order $q_b=2t_b^2/W^2$. Therefore

$$\frac{\alpha}{\rho}=\frac{t_s^2-t_l^2}{t_s^2+t_l^2}
=\frac{e^{4\beta u}-e^{-4\beta u}}{e^{4\beta u}+e^{-4\beta u}}=\tanh(4\beta u).$$

The transfer dipole exceeds the displacement dipole by the factor

$$\frac{\alpha a/2}{2\rho u}=\frac{a}{4u}\tanh(4\beta u)\;\longrightarrow\;\beta a\qquad(4\beta u\ll1).$$

In this regime the sign reverses whenever $\beta a>1$, that is, when the hopping decay length $1/\beta$ is shorter than the stack period. For the values used below, $\beta a=14.4$, so the transfer dipole is much the larger. Both dipoles are proportional to $u$ when $u$ is small, so making the distortion smaller does not restore the point-charge sign.

A control calculation isolates the cause on the neutral side. At $W=2.0$ eV, with the molecules displaced but all hoppings kept equal, the dipole added per cell is $+3.57\times10^{-4}\,e\,$nm, equal to the point-charge value at the printed precision. With the same displacement and alternating hoppings it becomes $-5.03\times10^{-3}\,e\,$nm. These are ordinary dipole differences between open chains of eight and six molecules.

The opposite limit is a stack of isolated dimers, $t_l=0$. Then $q_l=0$ and $\alpha=\rho$, so

$$P=\frac ev\left(2\rho u-\rho\frac a2\right)=-\frac{e\rho d_s}{v}.$$

If doubly charged molecules are dropped, each dimer has two singlet states, neutral and ionic, separated by $W$ and coupled by $\sqrt2\,t_s$. The ionic weight in the ground state is

$$\rho=\frac12\left(1-\frac{W}{\sqrt{W^2+8t_s^2}}\right).$$

For $W=0.1$ eV and $t_s=0.20$ eV this gives 0.413. The full dimer with $U=1.5$ eV gives 0.437, so the two-state formula is about 6% low.

**What changes if the reference is ionic**

Suppose instead that the starting point is an equally spaced Mott chain with nearly one electron per molecule. On a path from the neutral state through the dimerized state, one electron per pair has crossed a short bond, and a small net number $r$ has returned from A to D over every bond. Then $q_s=1-r$ and $q_l=-r$, which gives $\alpha=1$ although $\rho=1-2r$ is below one. Inversion symmetry allows this value: it requires the two bonds to be equivalent up to a whole transferred electron.

Dimerizing this chain increases the return over the short bond, $r_s>r_l$, so

$$\alpha=1-(r_s-r_l).$$

Relative to the equally spaced ionic chain, the electronic dipole changes by $+e(r_s-r_l)a/2$, parallel to the displacement dipole. At $W=-1$ eV a six-site ring gives $\alpha=1.000$, 0.968 and 0.950 for zero, half and full hopping alternation (the exponent $2\beta u$ is what is halved); for longer chains the last two values fall to about 0.963 and 0.949. The phrase "electron transfer accompanying dimerization" therefore fixes a sign only together with its starting state. The two starting states differ in polarization by $ea/2v$, half the polarization quantum.

This matters for switching. If $u$ is reversed through an equally spaced state with $\alpha=0$, $P$ passes through zero and changes sign. If that state has $\alpha=1$, $P$ passes through $-ea/2v$ instead, and the switched charge differs by a whole quantum.

**The number for a TTF-CA-like stack**

Take the rough values $a=0.72$ nm, $v=0.50$ nm³, $u=0.005$ nm, $t=0.20$ eV, $U=1.5$ eV and $\beta=20$ nm⁻¹. The spacings are 0.350 and 0.370 nm, and the hoppings are 0.244 and 0.164 eV. The energy $W=-0.145$ eV is adjusted to give $\rho=0.6$ on a six-site ring. Exact diagonalization of an eight-site ring at this $W$ then gives

$$\rho=0.599,\quad q_s=0.561,\quad q_l=0.038,\quad \alpha=0.5235 .$$

The ratio $\alpha/\rho=0.87$ is far above the threshold $4u/a=0.028$. It also exceeds the neutral-limit value $\tanh(0.4)=0.38$, so second-order theory does not describe this mixed state.

The polarization quantum is $ea/v=23.07$ μC/cm², and hence $e/v=23.07/0.72=32.04$ μC/cm² per nanometre of $2\rho u$ or $\alpha a/2$. The two parts are

$$P_{\rm disp}=32.04\times2\times0.599\times0.005=+0.19\ \mu{\rm C/cm^2},$$

$$P_{\rm transfer}=-32.04\times0.5235\times0.36=-6.04\ \mu{\rm C/cm^2}.$$

Their sum is $P=-5.8$ μC/cm² ($-0.058$ C/m²), about 30 times the displacement term and opposite to it. The dipole difference between open chains of ten and eight molecules, which uses no Berry phase, gives $-5.9$ μC/cm². The last digits still depend on size: a ten-site ring gives $\alpha=0.524$ and about $-5.86$ μC/cm², and open chains of twelve and ten molecules give $\alpha=0.526$ and $-5.87$ μC/cm², so the long-chain value rounds to $-5.9$ μC/cm².

The values of $q_s$ and $q_l$ count from neutral molecules, whereas a real neutral phase already has some charge transfer. If it had $\rho=0.2$, each bond would start at 0.1. On entering the dimerized state, the short bond would then gain 0.46 electron and the long bond would lose 0.06. The difference is still 0.52, so $P$ is unchanged.

At the same $W$, the equally spaced eight-site ring has $\alpha=0.00$. On this ring, reversal through equal spacing at fixed $W$ therefore takes $P$ through zero. The point where $\alpha$ of the equally spaced chain changes from 0 to 1 lies at $W=-0.20$, $-0.25$, $-0.27$ and $-0.29$ eV on rings of 4, 6, 8 and 10 sites and extrapolates to about $-0.31$ eV. It moves away from $-0.145$ eV as the ring grows, so a long chain at this fixed $W$ also passes through $\alpha=0$. This holds at fixed $W$ only; $W$ contains the mean-field Coulomb energy and would shift if $\rho$ changed along the path. On a six-site ring with fixed geometry and hoppings, lowering $W$ from $+1.0$ to $-1.0$ eV raises $\rho$ from 0.11 to 0.94 and takes $P$ from $-0.5$ to $-10.7$ μC/cm². The sign stays negative at all seven points computed. At the two most ionic points $\alpha$ slightly exceeds $\rho$, which means $q_l<0$: the long bond has a small net return from A to D, as in the Mott description above.

**How this compares with the crystal**

The measured polarization of TTF-CA is roughly 6 μC/cm², and the ionic-phase charge is roughly 0.6 to 0.7. The model gives the observed sign and order of magnitude, but $\rho$ was set through $W$, $\beta$ is a rough value, and $v=0.50$ nm³ is larger than the crystal's volume per pair, about 0.4 nm³. Since $P$ scales as $1/v$, the smaller volume would give about $-7.3$ μC/cm². The close magnitude is therefore partly accidental and not an independent prediction. With $W$ held fixed on six sites, $\beta=10$ and 30 nm⁻¹ give $-4.6$ and $-6.3$ μC/cm²; $\rho$ is not held fixed in this comparison.

Real molecules also break the assumption of charge fixed at molecular centres, because they polarize internally. The nearest neighbours of each molecule produce a net field proportional to $\rho(1/d_s^2-1/d_l^2)$. On both D and A it points in the positive direction. With a rough polarizability volume of 0.015 nm³, the two induced dipoles add

$$32.04\times2\times0.015\times0.599\times(8.163-7.305)=+0.49\ \mu{\rm C/cm^2}.$$

This first estimate exceeds the displacement term but is only 8% of the total. It omits more distant neighbours and mutual induction, and the latter is not small. Two neighbouring point dipoles $p$ at distance $d$ produce a field proportional to $4p/d^3$, and $4\times0.015/0.36^3\approx1.3$, so repeated induction between point dipoles would not converge at this spacing. The first estimate therefore fixes neither the size nor, by itself, the sign of the full correction; both need the extended charge distribution of the molecules. An explicit neighbour Coulomb coupling of 0.2 eV, with $W$ readjusted to keep $\rho=0.6$, changes the six-site result from $-5.84$ to $-5.96$ μC/cm² and the eight-site result from $-5.85$ to $-6.03$ μC/cm². This tests only a weak coupling: two bare point charges $e$ at 0.36 nm have an interaction energy of about 4 eV.

The model also assumes a uniform stack and a continuous gapped path. The real transition is discontinuous, and domain walls can carry charge. The result therefore describes the polarization inside a domain grown from the neutral phase, not the total charge collected from a crystal with mixed domains. The remaining values are in the numerical output.

## Calculated quantities

```
period a = 0.72 nm, shift u = 0.005 nm, volume per pair = 0.5 nm^3
spacings: short 0.350 nm, long 0.370 nm
t = 0.2 eV, U = 1.5 eV, beta = 20.0 /nm
hoppings: short 0.2443 eV, long 0.1637 eV
threshold 4u/a = 0.0278; beta*a = 14.4
polarization quantum e*a/v = 23.07 uC/cm2
W tuned for rho = 0.6 on 6 sites: -0.1451 eV
8 sites: rho = 0.5988, q_s = 0.5612, q_l = 0.0377
8 sites: alpha = 0.5235, alpha/rho = 0.874
alpha on 4, 6, 8 sites: 0.5353, 0.5226, 0.5235
displacement part of P = +0.192 uC/cm2
transfer part of P = -6.039 uC/cm2
total P = -5.847 uC/cm2
ratio total/displacement = -30.5
P from open chains, 10 minus 8 sites = -5.891 uC/cm2
strong dimerization (W = 0.3 eV, hopping factor exp(+-0.6)):
  open chains -4.126, ring -4.126 uC/cm2
q_s on 6 sites: current 0.5613, Berry phase 0.5613
control W = 2.0 eV, rho = 0.0357, dipole per cell:
  equal hoppings +3.566e-04 e nm, point charges +3.566e-04 e nm
  alternating hoppings -5.025e-03 e nm
neutral limit W = 8.0 eV: rho = 0.00268, formula 0.00270
  alpha/rho = 0.3806, tanh(4 beta u) = 0.3799
isolated dimers W = 0.1 eV: rho = 0.4373, alpha = 0.4373
  two-state formula rho = 0.4130
ionic side W = -1 eV, alpha at zero, half, full hopping alternation:
  1.0000, 0.9683, 0.9501
equal spacing, W = 1 eV: alpha = -0.0000
equal spacing, example W, 8 sites: alpha = 0.00
scan on 6 sites: W (eV), rho, alpha, P (uC/cm2)
  +1.0  0.113  0.048  -0.51
  +0.6  0.199  0.093  -1.01
  +0.3  0.314  0.174  -1.91
  +0.0  0.493  0.369  -4.10
  -0.3  0.708  0.684  -7.66
  -0.6  0.847  0.863  -9.68
  -1.0  0.938  0.950  -10.66
neglected: molecular polarizability 0.015 nm^3 adds +0.494 uC/cm2
neglected: neighbour coupling 0.2 eV, W retuned to 0.310 eV
  P on 6 sites = -5.962, without it -5.837 uC/cm2
lowest excitation, 8-site ring, twist pi = 0.2606 eV
kT at 50 K = 0.00431 eV, exp(-gap/kT) = 5.4e-27
P for beta = 10, 30 /nm, 6 sites: -4.61, -6.31 uC/cm2
```
